# Lateral misalignment for 1 dB excess loss at an edge coupler: test program

```python
"""
Result under test: two identical circular Gaussian modes exp(-r^2/w^2), whose
axes are a lateral distance d apart, couple the power fraction exp(-d^2/w^2),
so that 1 dB of excess loss occurs at d = w*sqrt(ln(10)/10).
w: radius where the field amplitude is 1/e (micrometres); d: lateral offset;
wavelength, gap: micrometres; k: wavenumber in the air gap.
Overlap integrals are evaluated on a grid and compared with closed formulas.
The effects of gap, reflections, tilt, unequal radii and mode shape are sized.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0, j1, k0, k1

w = 1.5
wavelength = 1.55
gap = 2.0
tilt_deg = 1.0
w_other = 1.8
facet_index = 1.444
k = 2 * np.pi / wavelength

n_grid = 384
step = 28.0 / n_grid
axis = (np.arange(n_grid) - n_grid // 2) * step
X, Y = np.meshgrid(axis, axis, indexing="ij")


def gauss(radius, dx=0.0, dy=0.0):
    return np.exp(-((X - dx) ** 2 + (Y - dy) ** 2) / radius ** 2)


def amplitude(f, g):
    """Normalised complex overlap of two sampled fields."""
    norm = np.sqrt(np.sum(abs(f) ** 2) * np.sum(abs(g) ** 2))
    return np.sum(np.conj(f) * g) / norm


def loss_db(f, g):
    return -10 * np.log10(abs(amplitude(f, g)) ** 2)


def offset_for_1db(loss_of_offset):
    """Offset at which the loss exceeds the aligned loss by 1 dB."""
    aligned = loss_of_offset(0.0)
    return brentq(lambda d: loss_of_offset(d) - aligned - 1.0, 0.1, 2.5)


# Main result: root of the numerical overlap against the closed formula
centred = gauss(w)
d_formula = w * np.sqrt(np.log(10) / 10)
d_numeric = offset_for_1db(lambda d: loss_db(centred, gauss(w, d)))
assert abs(d_numeric - d_formula) < 1e-8
for dx, dy in [(0.1, 0.0), (0.5, 0.5), (-0.3, 1.1), (0.0, 2.0)]:
    expected = 10 / np.log(10) * (dx ** 2 + dy ** 2) / w ** 2
    assert abs(loss_db(centred, gauss(w, dx, dy)) - expected) < 1e-8
h = 1e-3
slope = (loss_db(centred, gauss(w, d_numeric + h))
         - loss_db(centred, gauss(w, d_numeric - h))) / (2 * h)
assert abs(slope - 2.0 / d_formula) < 1e-6

# Air gap: Fourier propagation against the closed complex overlap
freq = 2 * np.pi * np.fft.fftfreq(n_grid, step)
KX, KY = np.meshgrid(freq, freq, indexing="ij")
K2 = KX ** 2 + KY ** 2


def propagate(field, z, paraxial):
    if paraxial:
        kz = k - K2 / (2 * k)
    else:
        kz = np.sqrt((k ** 2 - K2).astype(complex))
    return np.fft.ifft2(np.fft.fft2(field) * np.exp(1j * kz * z))


def gap_overlap(d, z):
    s = 1 + 1j * z / (k * w ** 2)
    return np.exp(1j * k * z) / s * np.exp(-d ** 2 / (2 * w ** 2 * s))


for z in (gap, 6.0):
    arriving = propagate(centred, z, True)
    for d in (0.0, 0.7, 1.6):
        direct = amplitude(gauss(w, d), arriving)
        assert abs(direct - gap_overlap(d, z)) < 1e-6
u = gap / (k * w ** 2)
arriving = propagate(centred, gap, True)
gap_loss = loss_db(gauss(w), arriving)
d_gap = offset_for_1db(lambda d: loss_db(gauss(w, d), arriving))
assert abs(gap_loss - 10 * np.log10(1 + u ** 2)) < 1e-6
assert abs(d_gap - d_formula * np.sqrt(1 + u ** 2)) < 1e-6
arriving_full = propagate(centred, gap, False)
gap_loss_full = loss_db(gauss(w), arriving_full)
d_gap_full = offset_for_1db(lambda d: loss_db(gauss(w, d), arriving_full))

# Repeated reflections between two flat parallel facets
R = ((facet_index - 1) / (facet_index + 1)) ** 2


def cavity_loss(d, g):
    total = sum(R ** m * gap_overlap(d, (2 * m + 1) * g) for m in range(6))
    return -20 * np.log10(abs((1 - R) * total))


gaps = gap + np.linspace(0, wavelength / 2, 61)
d_cavity = [offset_for_1db(lambda d, g=g: cavity_loss(d, g)) for g in gaps]

# Tilt at zero gap: separate factor, also in the presence of an offset
sin_tilt = np.sin(np.radians(tilt_deg))
tilted = centred * np.exp(1j * k * sin_tilt * X)
tilt_loss = loss_db(gauss(w), tilted)
assert abs(tilt_loss - 10 / np.log(10) * (k * w * sin_tilt / 2) ** 2) < 1e-8
d_tilt = offset_for_1db(lambda d: loss_db(gauss(w, d), tilted))
assert abs(d_tilt - d_formula) < 1e-7

# Unequal radii
sum_sq = w ** 2 + w_other ** 2
mismatch_loss = loss_db(centred, gauss(w_other))
d_mismatch = offset_for_1db(lambda d: loss_db(centred, gauss(w_other, d)))
assert abs(mismatch_loss + 20 * np.log10(2 * w * w_other / sum_sq)) < 1e-8
assert abs(d_mismatch - np.sqrt(sum_sq * np.log(10) / 20)) < 1e-7


# Non-Gaussian shape: fundamental mode of a weakly guiding step-index core
def core_mode(V):
    """Radial profile, Petermann II radius and 1/e radius, in core radii."""
    def boundary(U):
        W = np.sqrt(V ** 2 - U ** 2)
        return U * j1(U) * k0(W) - W * k1(W) * j0(U)
    U = brentq(boundary, 1e-3, min(V, 2.404) - 1e-9)
    W = np.sqrt(V ** 2 - U ** 2)

    def profile(s):
        inside = j0(U * np.minimum(s, 1)) / j0(U)
        return np.where(s < 1, inside, k0(W * np.maximum(s, 1)) / k0(W))

    def slope_in(s):
        return U * j1(U * s) / j0(U)

    def slope_out(s):
        return W * k1(W * s) / k0(W)
    power = (quad(lambda s: float(profile(s)) ** 2 * s, 0, 1)[0]
             + quad(lambda s: float(profile(s)) ** 2 * s, 1, 40)[0])
    bend = (quad(lambda s: slope_in(s) ** 2 * s, 0, 1)[0]
            + quad(lambda s: slope_out(s) ** 2 * s, 1, 40)[0])
    petermann = np.sqrt(2 * power / bend)
    edge = brentq(lambda s: float(profile(s) / profile(0.0)) - np.exp(-1),
                  0.1, 20)
    return profile, petermann, edge


shape_rows = []
for V in (1.5, 2.0):
    profile, petermann, edge = core_mode(V)
    for name, radius in (("Petermann II", petermann), ("1/e field", edge)):
        core = w / radius

        def mode(d, profile=profile, core=core):
            return profile(np.hypot(X - d, Y) / core)
        fixed = mode(0.0)
        d_shape = offset_for_1db(lambda d: loss_db(fixed, mode(d)))
        shape_rows.append((V, name, core, d_shape))
        small = 0.15
        law = 10 / np.log(10) * (small / (petermann * core)) ** 2
        assert abs(loss_db(fixed, mode(small)) / law - 1) < 0.02

# Typical mistakes: true loss at the wrong answers
d_unsquared = brentq(
    lambda d: -10 * np.log10(abs(amplitude(centred, gauss(w, d)))) - 1, 0.1, 3)
d_diameter = offset_for_1db(lambda d: loss_db(gauss(2 * w), gauss(2 * w, d)))

print(f"field radius w                        {w:.2f} um")
print(f"power fraction at 1 dB                {10 ** -0.1:.4f}")
print(f"ratio d/w at 1 dB                     {d_formula / w:.4f}")
print(f"1 dB offset, formula                  {d_formula:.4f} um")
print(f"1 dB offset, overlap integral         {d_numeric:.4f} um")
print(f"1 dB offset in nanometres             {1000 * d_numeric:.0f} nm")
print(f"field overlap at that offset          "
      f"{abs(amplitude(centred, gauss(w, d_numeric))):.4f}")
print(f"slope of loss there                   {slope:.3f} dB/um")
for d in (0.1, 0.5, 1.0, d_numeric / 2, 2 * d_numeric):
    print(f"loss at offset {d:.3f} um               "
          f"{loss_db(centred, gauss(w, d)):.3f} dB")
print(f"wrong offset, overlap not squared     {d_unsquared:.3f} um")
print(f"  true loss there                     "
      f"{loss_db(centred, gauss(w, d_unsquared)):.3f} dB")
print(f"wrong offset, diameter used as w      {d_diameter:.3f} um")
print(f"  true loss there                     "
      f"{loss_db(centred, gauss(w, d_diameter)):.3f} dB")
print(f"wavelength                            {wavelength:.3f} um")
print(f"wavenumber k in air                   {k:.4f} 1/um")
print(f"air gap                               {gap:.2f} um")
print(f"gap parameter u                       {u:.4f}")
print(f"aligned gap loss, paraxial            {gap_loss:.3f} dB")
print(f"aligned gap loss, non-paraxial        {gap_loss_full:.3f} dB")
print(f"1 dB offset with gap, paraxial        {d_gap:.4f} um")
print(f"1 dB offset with gap, non-paraxial    {d_gap_full:.4f} um")
print(f"facet index                           {facet_index:.3f}")
print(f"power reflection per facet            {R:.4f}")
print(f"1 dB offset with reflections, least   {min(d_cavity):.4f} um")
print(f"1 dB offset with reflections, most    {max(d_cavity):.4f} um")
print(f"tilt                                  {tilt_deg:.1f} degree")
print(f"tilt loss at zero offset              {tilt_loss:.4f} dB")
print(f"1 dB offset with tilt                 {d_tilt:.4f} um")
print(f"second radius for mismatch            {w_other:.2f} um")
print(f"aligned mismatch loss                 {mismatch_loss:.3f} dB")
print(f"1 dB offset with mismatch             {d_mismatch:.4f} um")
print("step-index modes (V = normalised frequency), radius matched to w:")
for V, name, core, d_shape in shape_rows:
    print(f"  V={V:.1f}, {name:12s} core {core:.3f} um, "
          f"1 dB offset {d_shape:.4f} um")
print("OK")
```

Printed output:

```
field radius w                        1.50 um
power fraction at 1 dB                0.7943
ratio d/w at 1 dB                     0.4799
1 dB offset, formula                  0.7198 um
1 dB offset, overlap integral         0.7198 um
1 dB offset in nanometres             720 nm
field overlap at that offset          0.8913
slope of loss there                   2.779 dB/um
loss at offset 0.100 um               0.019 dB
loss at offset 0.500 um               0.483 dB
loss at offset 1.000 um               1.930 dB
loss at offset 0.360 um               0.250 dB
loss at offset 1.440 um               4.000 dB
wrong offset, overlap not squared     1.018 um
  true loss there                     2.000 dB
wrong offset, diameter used as w      1.440 um
  true loss there                     4.000 dB
wavelength                            1.550 um
wavenumber k in air                   4.0537 1/um
air gap                               2.00 um
gap parameter u                       0.2193
aligned gap loss, paraxial            0.204 dB
aligned gap loss, non-paraxial        0.228 dB
1 dB offset with gap, paraxial        0.7369 um
1 dB offset with gap, non-paraxial    0.7399 um
facet index                           1.444
power reflection per facet            0.0330
1 dB offset with reflections, least   0.7346 um
1 dB offset with reflections, most    0.7487 um
tilt                                  1.0 degree
tilt loss at zero offset              0.0122 dB
1 dB offset with tilt                 0.7198 um
second radius for mismatch            1.80 um
aligned mismatch loss                 0.144 dB
1 dB offset with mismatch             0.7950 um
step-index modes (V = normalised frequency), radius matched to w:
  V=1.5, Petermann II core 0.886 um, 1 dB offset 0.7334 um
  V=1.5, 1/e field    core 1.016 um, 1 dB offset 0.8408 um
  V=2.0, Petermann II core 1.208 um, 1 dB offset 0.7261 um
  V=2.0, 1/e field    core 1.276 um, 1 dB offset 0.7663 um
OK
```
